# Avrami exponent two and the dimension of hydride growth

**The argument under review.** A metal sample absorbs hydrogen at fixed temperature and pressure. The uptake is converted to a hydride fraction \(X(t)\), and \(\ln[-\ln(1-X)]\) is plotted against \(\ln t\). The plot is straight with slope \(n=2\). The authors conclude that the hydride grows as flat discs, since the area of a disc rises as the square of its radius.

**The point at issue.** The inference assumes that the slope counts growth directions and nothing else. The area of a disc does grow as \(t^2\) if its edge moves at constant speed, but the fraction also depends on when the discs were born. The question is therefore whether growth in one direction, with domains appearing throughout the run, can produce the same slope.

**Growth along one line.** Consider a long strip so thin that a hydride domain soon fills its cross-section. The domain then extends along the strip from both ends, each moving at constant speed \(v\). New domains appear at random in untransformed metal, at constant rate \(I\) per length and time. The strip is much longer than a domain.

It is easier to count nucleation events if they are allowed everywhere, including inside existing hydride, where they are fictitious. This must not change \(X\). Suppose a domain born at \((x_0,t_0)\) has already covered \(x'\) when a fictitious event occurs there at \(t'\), so that \(t'\ge t_0+|x'-x_0|/v\). The fictitious front would reach a point \(x\) at

\[
t'+\frac{|x-x'|}{v}\;\ge\; t_0+\frac{|x'-x_0|+|x-x'|}{v}\;\ge\; t_0+\frac{|x-x_0|}{v},
\]

where the last step is the triangle inequality. It never arrives before the older front, so it transforms nothing new. The same inequality covers a real front stopped by a neighbour: whatever it would have transformed further on, the neighbour reaches no later.

A point is therefore untransformed at time \(t\) if no event, real or fictitious, could have reached it. An event of age \(s\) reaches the point if it lies within \(vs\) on either side, a length \(2vs\). The expected number of such events is

\[
m(t)=\int_0^t I\,(2vs)\,ds = 2Iv\,\frac{t^2}{2}=Ivt^2 .
\]

The events are independent and random, so their number follows a Poisson distribution, and the probability of none is \(e^{-m}\). Hence

\[
X(t)=1-e^{-Ivt^2},\qquad \ln[-\ln(1-X)]=\ln(Iv)+2\ln t .
\]

The slope is 2 with growth in one dimension. One power of time comes from the lengthening of each domain, the other from the growing number of events.

**The disc model gives the same curve.** Now take a thin film with \(N\) random sites per area, all active at \(t=0\), and discs of radius \(vt\). A point is untransformed if no site lies within \(vt\), so

\[
m(t)=N\pi v^2t^2,\qquad X(t)=1-e^{-\pi Nv^2t^2}.
\]

The two prefactors agree if \(\pi Nv^2=Iv\), that is, if \(N=I/(\pi v)\). The curves then coincide at all times. Within these ideal laws, a better fit, a wider time range or less noise cannot separate them. Knowing \(v\) alone would not help either, since \(I\) or \(N\) could still be adjusted to fit. An independent value of \(v\) together with \(I\) would test the strip model, and together with \(N\) the disc model, because the prefactor of that model is then predicted and not fitted.

**What the slope does count.** Let \(g_d(vs)^d\) be the region reached at age \(s\) in \(d\) dimensions, with \(g_1=2\) and \(g_2=\pi\). Fixed sites of density \(N_d\) give \(m=N_dg_dv^dt^d\). A constant nucleation rate \(J_d\) gives

\[
m=\int_0^t J_dg_dv^ds^d\,ds=\frac{J_dg_dv^d}{d+1}\,t^{d+1}.
\]

At constant front speed, then, \(n=d\) for fixed sites and \(n=d+1\) for constant nucleation. Two-dimensional growth need not give 2 either: with constant nucleation it gives 3.

There is also a third route to 2. If diffusion slows the discs so that radius\(^2=Ks\), a constant nucleation rate \(J\) per area gives

\[
m=\int_0^tJ\pi Ks\,ds=\frac{\pi JK}{2}\,t^2 .
\]

Here \(1-e^{-m}\) is only approximate, and slightly too high once the fraction is no longer low. A young disc spreads faster than an old one, so a fictitious event inside hydride can overtake the older front and add area that does not exist.

**Worked example.** Take a neodymium strip 50 nm wide, 50 nm high and 100 µm long, on glass, forming the dihydride at 500 K and 1 Torr. The round values \(v=10\) nm/s and \(I=0.010\) µm⁻¹ s⁻¹ are chosen to give conversion in minutes; they are not measured data for neodymium. With \(v=0.010\) µm/s,

\[
Iv=1.0\times10^{-4}\ \text{s}^{-2},\qquad
t_{1/2}=\sqrt{\frac{\ln2}{Iv}}=83\ \text{s},\qquad
N=\frac{0.010}{\pi\times0.010}=0.318\ \text{µm}^{-2}.
\]

Random events were simulated on a line of \(10^5\) µm, and 40,000 fixed sites in a film of the matched density. At 80 s the formula gives \(X=0.473\), the simulated line 0.469 and the simulated film 0.471. Slopes fitted between \(X=0.05\) and 0.95, at times evenly spaced in \(\ln t\) as in all fits here, are:

| Growth at constant speed | Fixed sites | Constant nucleation |
|---|---:|---:|
| Strip | 1.00 | 2.00 |
| Film | 2.01 | 2.96 |

For the slowing discs, a simulation with \(J=0.010\) µm⁻² s⁻¹ and \(K=0.00637\) µm²/s, in which nucleation inside hydride was forbidden, gives 1.93 in a single run; repeated runs of the same size average 1.98 with a standard deviation of 0.03. The law holds at low fraction, and removing the fictitious events brings \(X\) below it as the hydride fraction grows. The plot therefore rises less steeply, but only by about 0.025 in the fitted slope, and \(X\) falls short of the law by about 0.01 near 120 s. The rest of the gap between 1.93 and 2 is run-to-run scatter, as is the 2.96 in the table, where the law is 3. A measured slope near 2 does not exclude this case.

**Evidence that would help.** The first is a count of domains. In the strip, real events occur at rate \(I(1-X)\) per length. Substituting \(u=t'\sqrt{Iv}\),

\[
\rho(t)=\int_0^tIe^{-Ivt'^2}dt'
=\sqrt{\frac{I}{v}}\int_0^{t\sqrt{Iv}}e^{-u^2}du
=\frac12\sqrt{\frac{\pi I}{v}}\;\operatorname{erf}\!\left(t\sqrt{Iv}\right).
\]

This rises from 0.197 µm⁻¹ at 20 s to 0.658 at 80 s and ends at 0.886, a mean final domain length of 1.13 µm. Fixed sites would all be present from the start. The count requires that small domains be resolved and that merged ones remain distinguishable.

The second is to stop nucleation at \(t_1\) and let existing domains grow on at a speed \(v_2\). An event at \(t'<t_1\) then has the reach \(v(t_1-t')+v_2(t-t_1)\), so for the strip

\[
m=2I\int_0^{t_1}\!\left[v(t_1-t')+v_2(t-t_1)\right]dt'
=It_1\left[vt_1+2v_2(t-t_1)\right],
\]

which is linear in \(t\). For the film with fixed sites, \(m=\pi N[vt_1+v_2(t-t_1)]^2\), which is quadratic. With \(t_1=40\) s and \(v_2=5\) nm/s, both start from \(m=1.0\times10^{-4}\times40^2=0.16\). At 120 s and 200 s the strip gives

\[
0.4\,(0.4+0.8)=0.48,\qquad 0.4\,(0.4+1.6)=0.80,
\]

and the film, for which \(\pi N=1.0\) µm⁻², gives \(0.8^2=0.64\) and \(1.2^2=1.44\). Over two equal intervals of 80 s the strip gains 0.32 and 0.32, the film 0.48 and 0.80.

This experiment does not settle everything. For the slowing discs with \(K\) unchanged, stopping nucleation leaves, at low fraction,

\[
m=\pi JK\int_0^{t_1}(t-t')\,dt'=\pi JK\left(t\,t_1-\tfrac12t_1^2\right),
\]

which is also linear, and their number also rises during the run. Images of the domain shape, or a direct measurement showing whether a single front keeps its speed, would help to separate them from the strip.

**Where the strip law fails.** Before a domain fills the cross-section it grows in three dimensions. The reached volume then rises as \(s^3\), and constant nucleation gives \(m\propto t^4\), reduced where the walls cut the sphere. For nuclei spread evenly through the cross-section and equal speed in all directions, the local slope at 1 s is still close to 4; its converged value is 3.87, and the coarse grid behind the output below gives 3.82. A front crosses the width in 5 s, short beside 83 s, so the slope fitted over the main range is 2.02. A strip 1 µm wide and 1 µm high with the same \(I\) and \(v\) would reach only \(X=0.217\) at 80 s instead of 0.473 if its nuclei are spread evenly through the cross-section, and about 0.14 if they all lie on one face. The law is also not claimed for randomly oriented needles in a bulk sample, which can block one another.

Nucleation sites may run out. With \(N_0\) sites per length, each firing at rate \(\nu\), integration by parts gives

\[
m=2N_0v\int_0^t\nu e^{-\nu t'}(t-t')\,dt'
=2N_0v\left[t-\frac{1-e^{-\nu t}}{\nu}\right].
\]

For \(\nu t\ll1\) the bracket tends to \(\nu t^2/2\), so \(m\to N_0\nu vt^2\), the earlier law with \(I=N_0\nu\). For \(\nu t\gg1\), \(m\to2N_0vt\) and the slope falls to 1. Ten sites per µm, with the initial \(I\) held fixed, give a fitted slope of 1.98. A slope between 1 and 2 therefore need not mean a fractional dimension.

**The real neodymium strip.** The formulas give averages over many domains, but one strip 100 µm long ends with only about 90. From strip to strip, the fitted slope therefore scatters around 2 with a standard deviation of about 0.13, and the half-time with one of about 6 s. Several strips should be averaged before small shifts in the slope are interpreted. The material inputs here are rough. Hydrogen dissolved in the metal, if wrongly counted as hydride at 1.5 % of full uptake, lowers the fitted slope to 1.87, the largest shift among the corrections sized for this strip. The ends reduce \(m\) at the half-time by 0.28 %. If the heat flowed straight down through 0.5 mm of glass, the mean heating would be about 2 mK; under a narrow strip it also spreads sideways, which makes it smaller. With a diffusivity of \(10^{-9}\) cm²/s, speed times width over diffusivity is 0.005. Carrying two hydrogen atoms per Nd to the front then needs a composition drop of about 0.01 H per Nd across the width. If the hydride can sustain that drop, diffusion across the strip does not limit the front.

Gas supply is less secure. If hydrogen enters within about one strip width of a front, it must do so at \(2.9\times10^{16}\) cm⁻² s⁻¹, against an arrival rate of \(1.1\times10^{21}\). About 3 molecules in 100,000 must be taken up. An oxide skin could prevent this. If it limits the whole strip to a constant uptake rate, \(X=ct\), and since \(-\ln(1-ct)\approx ct\) at low fraction, the slope there becomes 1. It rises at higher fraction, so a fit between \(X=0.05\) and 0.95 gives about 1.2.

The elastic misfit energy is roughly 0.04 eV per Nd atom for hydride clamped in the plane without plastic flow, against a driving force near 1.1 eV. This takes the hydride to be as soft as the metal, with a Young's modulus of 40 GPa; the energy rises in proportion if it is stiffer. The misfit energy does not fix the change in front speed, which depends on the kinetics. The driving force is also about 25 times \(k_BT\), so a modest pressure drop may not stop nucleation, as the interrupted run requires. Uptake beyond two hydrogen atoms per metal atom has not been sized; if it lags behind the front, total uptake no longer measures \(X\).

**Recommendation.** The data support an exponent of 2, but not the stated growth dimension. The claim of disc growth should be withdrawn or supported by images of domain shape, together with evidence on when the domains nucleate and whether their fronts keep a constant speed. The numerical output below lists the main computed values.

## Table of computed values

```
front speed v                        10.0 nm/s
nucleation rate I                    0.010 per um per s
strip width and height               50 nm
strip length                         100 um
product I v                          1.00e-04 1/s^2
half-time                            83.3 s
matched film site density N          0.318 per um^2
X at time: formula, strip simulation, film simulation
  t =    40 s   0.148  0.147  0.147
  t =    80 s   0.473  0.469  0.471
  t =   120 s   0.763  0.760  0.763
fitted Avrami exponents, simulated, 0.05 < X < 0.95
  strip, fixed sites                 1.00
  strip, constant nucleation         2.00
  film, fixed sites                  2.01
  film, constant nucleation          2.96
  film, radius^2 = K t, const. nucl. 1.93
  J and K of that run                0.010 /um^2/s, 0.00637 um^2/s
visible domains per um in strip: simulation, formula
  t =    20 s   0.195  0.197
  t =    40 s   0.377  0.380
  t =    80 s   0.653  0.658
  final         0.884  0.886
mean final domain length             1.13 um
nucleation stopped at 40 s, speed then 5 nm/s
-ln(1-X): strip simulation, formula; film simulation, formula
  t =   120 s   0.475  0.480 ;  0.637  0.640
  t =   200 s   0.791  0.800 ;  1.441  1.440
neglected effects
time for a front to cross the width  5.0 s
exponent with finite width           2.019
local exponent at 1 s, finite width  3.82
1 um wide strip, X(80 s): sim, calc  0.216, 0.217
loss of -ln(1-X) by ends, half-time  0.28 %
exponent with 10 sites per um         1.977
dissolved H counted as hydride       1.5 % of full uptake
exponent with that error             1.87
temperature, pressure                500 K, 1 Torr
H2 arrival from gas                  1.1e+21 per cm^2 per s
H2 need, strip mean at peak rate     1.3e+15 per cm^2 per s
H2 need close to a front             2.9e+16 per cm^2 per s
H diffusivity in hydride (rough)     1e-09 cm^2/s
speed x width / diffusivity          0.0050
heat of hydride formation (rough)    2.1 eV per H2
heating over 0.5 mm glass            2.1 mK
chemical driving force (rough)       1.06 eV per Nd
elastic misfit energy (rough bound)  0.043 eV per Nd
```
